# IEF-PCM from Green's identities and its equivalence to SS(V)PE, part 2

A solute of charge density $\rho$ occupies a cavity $C$ with smooth closed surface $\Gamma$ and outward unit normal $\mathbf n$. The permittivity is 1 inside and a constant $\varepsilon>1$ outside. Hartree atomic units are used, with $G=1/|\mathbf r-\mathbf r'|$. The total potential is $\phi$, the vacuum potential of $\rho$ is $\phi_\rho$, $\phi_r=\phi-\phi_\rho$, and $f=(\varepsilon-1)/(\varepsilon+1)$. The surface charge $\sigma$ has potential $V[\sigma](\mathbf r)=\int\sigma G\,ds'$, equal to $S\sigma$ on $\Gamma$. With $\mathbf R=\mathbf s-\mathbf s'$,

$$S\sigma=\int_\Gamma\frac{\sigma(\mathbf s')}{R}ds',\quad Du=\int_\Gamma u(\mathbf s')\frac{\mathbf n'\cdot\mathbf R}{R^3}ds',\quad D^*\sigma=-\int_\Gamma\sigma(\mathbf s')\frac{\mathbf n\cdot\mathbf R}{R^3}ds'. \tag{4}$$

Here $\langle u,v\rangle=\int_\Gamma uv\,ds$, $\partial$ is the derivative along $\mathbf n$, and $-$ and $+$ mark limits from inside and outside. The dielectric condition is $\partial\phi_-=\varepsilon\,\partial\phi_+$. Earlier results:

$$DS=SD^*, \tag{2}$$

$$D1=-2\pi. \tag{5}$$

$$\partial V[\sigma]_\mp=(D^*\pm2\pi)\sigma. \tag{7}$$

$$(2\pi+D)\,u=S\,\partial u_-\qquad(u\text{ harmonic inside}). \tag{8}$$

$$(2\pi-D)\,u=-S\,\partial u_+\qquad(u\text{ harmonic outside, decaying}). \tag{9}$$

For $\rho$ entirely inside $C$, these gave

$$\big[(2\pi+D)+\varepsilon(2\pi-D)\big]\phi_r=(1-\varepsilon)(2\pi-D)\phi_\rho, \tag{11}$$

which with $\phi_r=S\sigma$ is the IEF-PCM equation

$$\Big(\frac{2\pi}{f}-D\Big)S\sigma=-(2\pi-D)\phi_\rho, \tag{1}$$

and, by (2), the two forms of SS(V)PE:

$$S\Big(\frac{2\pi}{f}-D^*\Big)\sigma=\Big[\frac{2\pi}{f}S-\tfrac12(DS+SD^*)\Big]\sigma=-(2\pi-D)\phi_\rho. \tag{3}$$

Inserting (7) into the dielectric condition gave the field-based D-PCM equation, also for $\rho$ inside:

$$\Big(\frac{2\pi}{f}-D^*\Big)\sigma=\partial\phi_\rho. \tag{14}$$

The energy is

$$E=\tfrac12\int\rho\,V[\sigma]\,d^3r=\tfrac12\langle\phi_\rho,\sigma\rangle. \tag{17}$$

The "egg" in the printed numbers is the surface $(gx,gy,5z)$ bohr, $g=3(1+0.15z)$, with $(x,y,z)$ on the unit sphere. It was used to check (2), the jump relations at its upper tip, and the reciprocity $\langle\phi_A,\sigma_B\rangle=\langle\phi_B,\sigma_A\rangle$ for two charge distributions $A$ and $B$; "dbl layer" there means $\int u\,\partial_{n'}G\,ds'$, and $m$ is the azimuthal order.

### Escaped charge

An electronic density has a tail beyond any cavity. Write $\rho=\rho_c+\rho_e$, inside and outside $C$, with vacuum potentials $\phi_c$ and $\phi_e$. Inside, $\phi_r$ and $\phi_e$ are harmonic. Outside, $\phi_c$ is harmonic and $\nabla^2\phi=-4\pi\rho_e/\varepsilon$, so $\phi-\phi_e/\varepsilon$ is harmonic. Using (8) for $\phi_r,\phi_e$ and (9) for $\phi_c$,

$$S\partial\phi_-=(2\pi+D)\phi_r-(2\pi-D)\phi_c+(2\pi+D)\phi_e. \tag{18}$$

Using (9) for $\phi-\phi_e/\varepsilon$, multiplying by $\varepsilon$, and using (8) for $S\partial\phi_e$,

$$\varepsilon S\partial\phi_+=-\varepsilon(2\pi-D)\phi+(2\pi-D)\phi_e+(2\pi+D)\phi_e. \tag{19}$$

When (18) and (19) are equated, $(2\pi+D)\phi_e$ cancels. Moving $-(2\pi-D)\phi_c$ to the right joins it with $(2\pi-D)\phi_e$ into $(2\pi-D)\phi_\rho$, and $\phi=\phi_r+\phi_\rho$ returns (11). So (1) holds with the full $\phi_\rho$, and $V[\sigma]=\phi_r$ everywhere in $C$.

SS(V)PE, surface and simulation of volume polarization for electrostatics, reaches the same equation from the polarization charges. Outside, $\nabla^2\phi_r=-4\pi\beta$ with the volume charge $\beta=-(1-1/\varepsilon)\rho_e$, so $\phi_r=V[\sigma']+\phi_\beta$ exactly, where $\sigma'$ is the true surface charge and $\phi_\beta=-(1-1/\varepsilon)\phi_e$. The algebra of (14), with $\phi_\rho+\phi_\beta=\phi_c+\phi_e/\varepsilon$ as source, gives $(2\pi/f-D^*)\sigma'=\partial\phi_c+\partial\phi_e/\varepsilon$. Apply $S$ with (9) and (8):

$$S\Big(\frac{2\pi}{f}-D^*\Big)\sigma'=-(2\pi-D)\phi_c+\frac1\varepsilon(2\pi+D)\phi_e. \tag{20}$$

Simulate $\beta$ by a surface charge $\alpha$ with $S\alpha=\phi_\beta$ on $\Gamma$; both potentials are harmonic in $C$ and so agree there. Here (2) is needed: $S(2\pi/f-D^*)\alpha=(2\pi/f-D)S\alpha=-\varepsilon^{-1}[2\pi(\varepsilon+1)-(\varepsilon-1)D]\phi_e$. Adding this to (20), the operator on $\phi_e$ is

$$\frac1\varepsilon\big[2\pi+D-2\pi(\varepsilon+1)+(\varepsilon-1)D\big]=-(2\pi-D), \tag{21}$$

so $\sigma=\sigma'+\alpha$ obeys the first form of (3).

Outside the cavity $\phi_r-V[\sigma]=\phi_\beta-V[\alpha]$. This vanishes on $\Gamma$ and has source $\beta$: it is the potential of $\beta$ near a grounded surface and, by the maximum principle, has the sign of $\beta$ when $\beta$ has one sign. The energy (17) is then inexact by $\tfrac12\int\rho_e(\phi_\beta-V[\alpha])\,d^3r$, which is of second order in $\rho_e$. D-PCM fails at first order: $S\partial\phi_\rho=-(2\pi-D)\phi_c+(2\pi+D)\phi_e$ exceeds the right side of (3) by $4\pi\phi_e$, so its solution $\sigma_D$ obeys $S(2\pi/f-D^*)(\sigma_D-\sigma)=4\pi\phi_e$.

For the total charge, apply $S^{-1}$ to (3) and use $S^{-1}D=D^*S^{-1}$: $(2\pi/f-D^*)\sigma=-(2\pi-D^*)S^{-1}\phi_\rho$. Integrate over $\Gamma$ with $\langle1,D^*v\rangle=\langle D1,v\rangle=-2\pi\langle1,v\rangle$. The left side becomes $4\pi\varepsilon/(\varepsilon-1)\int\sigma\,ds$ and the right side $-4\pi\langle S^{-1}1,\phi_\rho\rangle=-4\pi\int\rho\,V[S^{-1}1]\,d^3r$. The potential $V[S^{-1}1]$ is 1 in $C$; outside it is the decaying harmonic function $w$ equal to 1 on $\Gamma$. With $q_c=\int\rho_c\,d^3r$,

$$\int_\Gamma\sigma\,ds=-\Big(1-\frac1\varepsilon\Big)\Big(q_c+\int\rho_e\,w\,d^3r\Big). \tag{22}$$

Escaped charge counts with weight $0<w<1$. Integrating (14) in the same way, with $\int\partial\phi_\rho\,ds=-4\pi q_c$, gives $-(1-1/\varepsilon)q_c$ for D-PCM.

### Discretization

Take points $\mathbf s_i$ with areas $a_i$, $\mathbf A=\mathrm{diag}(a_i)$, charges $q_i=a_i\sigma_i$, and kernel matrices $\mathbf S=\mathbf S^{\rm T}$ and $\mathbf D$. Then $S\sigma\to\mathbf{Sq}$, $Du\to\mathbf{DAu}$, $D^*\sigma\to\mathbf D^{\rm T}\mathbf q$, and $SD^*\sigma\to\mathbf{SAD}^{\rm T}\mathbf q$, because $S$ acts on a density that $\mathbf A$ must turn into charges. Multiplying (1) and (3) by $f/2\pi$,

$$\Big(\mathbf S-\frac f{2\pi}\mathbf M\Big)\mathbf q=-f\Big(\mathbf 1-\frac{\mathbf{DA}}{2\pi}\Big)\boldsymbol\phi_\rho,\qquad\mathbf M=\mathbf{DAS},\ \mathbf{SAD}^{\rm T},\ \text{or their mean}. \tag{23}$$

Since $(\mathbf{DAS})^{\rm T}=\mathbf{SAD}^{\rm T}$, the forms agree only if $\mathbf{DAS}$ is symmetric. That product is a quadrature over the intermediate point, and the proof of (2) rests on Green's identity, which the quadrature obeys only approximately. At $f=1$ the choice $\mathbf{DAS}$ factorizes as $(\mathbf 1-\mathbf{DA}/2\pi)\mathbf S$ and gives the conductor charges $-\mathbf S^{-1}\boldsymbol\phi_\rho$ exactly; in the other two the factor $\mathbf 1-\mathbf{DA}/2\pi$ of the right side does not cancel. The two unsymmetric matrices are the mean plus and minus one antisymmetric part, so to first order in that part their energies lie symmetrically about that of the mean. If $\Gamma$ has edges, as at seams between atomic spheres, the estimate $\mathbf n\cdot\mathbf R=O(R^2)$ fails there, and with it the compactness argument and the value $2\pi$ in (5) on the seam. On such cavities the antisymmetric part need not be a small perturbation. For acetate with atomic point charges at $\varepsilon=80$, on a smoothed atomic-sphere cavity of 448 and 1065 points, $\mathbf{DAS}$ gives about $-304$ kJ/mol, the mean lies 7 and 10 kJ/mol above it and $\mathbf{SAD}^{\rm T}$ 29 and 41 kJ/mol above it; the total charge is 0.985 and 0.987 for $\mathbf{DAS}$ but 0.84 and 0.82 for $\mathbf{SAD}^{\rm T}$, against 0.9875 from (22).

### Worked example: a prolate spheroid

Prolate coordinates are $z=a\xi\eta$, $x^2+y^2=a^2(\xi^2-1)(1-\eta^2)$, and $\Gamma$ is $\xi=\xi_b$. The scale factors are $h_\xi=a[(\xi^2-\eta^2)/(\xi^2-1)]^{1/2}$, $h_\eta=a[(\xi^2-\eta^2)/(1-\eta^2)]^{1/2}$, $h_\varphi=a[(\xi^2-1)(1-\eta^2)]^{1/2}$, so $h_\eta h_\varphi/h_\xi=a(\xi^2-1)$ and $h_\xi h_\varphi/h_\eta=a(1-\eta^2)$. The axial Laplace equation is $\partial_\xi[(\xi^2-1)\partial_\xi u]+\partial_\eta[(1-\eta^2)\partial_\eta u]=0$. It separates into two Legendre equations, with solutions $P_n(\xi)P_n(\eta)$ regular inside and $Q_n(\xi)P_n(\eta)$ decaying outside, $Q_n(\xi)=\tfrac12\int_{-1}^1P_n(t)\,dt/(\xi-t)$. Below, $P_n,Q_n$ without argument are taken at $\xi_b$, $p_n=P_n(\eta)$, and $\partial=h_\xi^{-1}\partial_\xi$. The Legendre equation makes $(\xi^2-1)(P_n'Q_n-P_nQ_n')$ constant, and $Q_n'\approx-1/[2(\xi-1)]$ near $\xi=1$ fixes it at 1.

With $g_n=S(p_n/h_\xi)$, (8) and (9) read $P_n(2\pi+D)p_n=P_n'g_n$ and $Q_n(2\pi-D)p_n=-Q_n'g_n$. Multiplying by $Q_n$ and $P_n$ and adding gives $g_n=4\pi(\xi_b^2-1)P_nQ_n\,p_n$. The first equation then gives $Dp_n=[4\pi(\xi_b^2-1)P_n'Q_n-2\pi]p_n$, and writing $2\pi$ through the Wronskian,

$$Dp_n=\lambda_np_n,\qquad\lambda_n=2\pi(\xi_b^2-1)(P_nQ_n)'. \tag{24}$$

By (2) the eigenfunctions of $D^*$ are $S^{-1}p_n\propto p_n/h_\xi$, which differ from $p_n$.

The definition of $Q_n$ is the Legendre projection of $1/(\xi-t)$, so $1/(\xi-t)=\sum_n(2n+1)P_n(t)Q_n(\xi)$, continued analytically to $1\le t<\xi$. On the axis inside, $P_n(\xi)P_n(\eta)=P_n(z/a)$, and an axial harmonic function is fixed by its axis values. A charge $q$ at $z=at$ inside therefore has $\phi_\rho=(q/a)\sum(2n+1)P_n(t)Q_n(\xi)p_n$ near $\Gamma$. Replace $Q_n(\xi)$ by $Q_n(\xi)+A_nP_n(\xi)$ inside and by $B_nQ_n(\xi)$ outside. Continuity gives $B_n=1+A_nP_n/Q_n$. The dielectric condition $Q_n'+A_nP_n'=\varepsilon B_nQ_n'$, multiplied by $Q_n$, gives $A_n\Delta_n=(\varepsilon-1)Q_nQ_n'$ with $\Delta_n=P_n'Q_n-\varepsilon P_nQ_n'$. At an interior axis point $z=at'$,

$$\phi_r=\frac qa\sum_n(2n+1)A_nP_n(t)P_n(t'),\qquad A_n=\frac{(\varepsilon-1)Q_nQ_n'}{\Delta_n}. \tag{25}$$

For a charge outside, $t>\xi_b$, $\phi_\rho=(q/a)\sum(2n+1)Q_n(t)P_n(\xi)p_n$ near $\Gamma$. Replace $P_n(\xi)$ by $E_nP_n(\xi)$ inside and by $[P_n(\xi)+C_nQ_n(\xi)]/\varepsilon$ outside. Continuity gives $C_n=(\varepsilon E_n-1)P_n/Q_n$, and $E_nP_n'=P_n'+C_nQ_n'$ multiplied by $Q_n$ gives $E_n\Delta_n=P_n'Q_n-P_nQ_n'$:

$$\phi_r=\frac qa\sum_n(2n+1)(E_n-1)Q_n(t)P_n(t'),\qquad E_n=\frac1{(\xi_b^2-1)\Delta_n}. \tag{26}$$

These series use no surface operator and serve as the independent reference; $B_n$ and $C_n$ supply the exterior values.

Take semi-axes 3, 3 and 5 bohr, so $a=\sqrt{25-9}=4$ bohr and $\xi_b=5/4$, and $\varepsilon=80$, so $f=79/81=0.975309$ and $1-1/\varepsilon=0.9875$. Equation (24) gives $\lambda_n/2\pi=-1,\,-0.580076,\,-0.364798,\,-0.254634$ for $n=0$ to 3, confirmed by quadrature of $D$.

Case 1 has $q=+1$ at $z=1.5$ bohr, $t=0.375$, and $E=(1/2a)\sum(2n+1)A_nP_n(t)^2$. For $n=0$, $\Delta_0=-\varepsilon Q_0'$ and $A_0=-(1-1/\varepsilon)Q_0=-0.9875\cdot\tfrac12\ln9=-1.084880$; further $A_1=-0.293903$ and $A_2=-0.080176$. With $P_1^2=0.140625$ and $P_2^2=(-0.289063)^2=0.083557$, the terms are $-1.084880/8=-0.135610$, $3(-0.293903)(0.140625)/8=-0.015499$ and $5(-0.080176)(0.083557)/8=-0.004187$ hartree, together $-0.155296$. Every $A_n$ is negative ($Q_n>0$, $Q_n'<0$, $\Delta_n>0$), and the higher terms bring the sum to $E=-0.158967$ hartree $=-417.4$ kJ/mol. With spectrally accurate operators, (1), both forms of (3) and (14) each give $-0.15896726$ hartree and total charge $-0.9875$; the digits measure the agreement of the equations, not the accuracy of a continuum model.

Case 2 adds $q=-0.1$ at $z=7$ bohr, $t=1.75$. Reaction potentials on the axis, in hartree per elementary charge:

| $z$/bohr | exact | IEF | D-PCM |
|---|---|---|---|
| $-2$ | $-0.21579$ | $-0.21579$ | $-0.22549$ |
| $0$ | $-0.27118$ | $-0.27118$ | $-0.28445$ |
| $3$ | $-0.29944$ | $-0.29944$ | $-0.32651$ |
| $-6.5$ | $-0.11630$ | $-0.11709$ | $-0.12284$ |

At the three interior points IEF and both SS(V)PE forms match the series, while D-PCM is off by 4.5%, 4.9% and 9.0% of the exact value. At the exterior point the exact value lies above IEF by $0.00079$, 0.7% of the exact value, positive as required by $\beta=+0.09875$. Here $w=Q_0(\xi)/Q_0(\xi_b)=\ln(2.75/0.75)/\ln9=0.591329$, and (22) gives $-0.9875\,(1-0.0591329)=-0.929106$, the computed IEF total. D-PCM stays at $-0.9875$.

Case 1 was repeated with (23) on a spiral lattice of $N$ points. The diagonal $S_{ii}=2\sqrt{\pi/a_i}$ is the central potential of a flat disc of area $a_i$ and unit charge ($2\pi r_i/a_i$ with $a_i=\pi r_i^2$), and $D_{ii}$ is fixed by (5). For $N=400$ the energies are $-0.1599959$ ($\mathbf{DAS}$), $-0.1599934$ ($\mathbf{SAD}^{\rm T}$) and $-0.1599947$ hartree (mean); for $N=1600$ they are $-0.1594821$, $-0.1594807$ and $-0.1594814$. The mean form lies midway, as the first-order argument predicts. The antisymmetry $\|\mathbf M-\mathbf M^{\rm T}\|/\|\mathbf M\|$ (Frobenius norms) falls from $6.2\times10^{-4}$ to $2.4\times10^{-4}$ and the energy spread from $2.5\times10^{-6}$ to $1.4\times10^{-6}$ hartree. The error common to the three forms is several hundred times larger, 0.65% and 0.32% of the series energy. It halves with the point spacing and comes from the disc value of $S_{ii}$. On a spheroid the equilibrium charge of a conductor is uniform in the parameters of the unit sphere, so equal charges $1/N$ on the lattice points must give the constant potential $Q_0(\xi_b)/a$. Choosing each $S_{ii}$ to satisfy this raises the diagonal by about 10% on average and reduces the error to less than 0.01% for $N=400$ and less than 0.002% for $N=1600$. With the disc diagonal the charges are more sensitive to the form than the energy is: at $f=1$ and $N=400$ the largest deviation from $-\mathbf S^{-1}\boldsymbol\phi_\rho$, relative to the largest charge, is $2\times10^{-14}$ for $\mathbf{DAS}$, $1.4\times10^{-2}$ for $\mathbf{SAD}^{\rm T}$ and $7.0\times10^{-3}$ for the mean. These two deviations also come from the disc value of $S_{ii}$: they do not fall at $N=1600$ ($1.5\times10^{-2}$ and $7.7\times10^{-3}$), while the adjusted diagonal reduces them to $7.5\times10^{-5}$ and $3.7\times10^{-5}$ at $N=400$.

## Numbers as computed

```
spheroid b=3.0 c=5.0 a=4.0000 bohr, xi_b=1.2500, eps=80.0, f=0.975309
egg: g(z)=3.0*(1+0.15 z) bohr, height c z, c=5.0 bohr
tip in: dV/dn 4.68540 vs 4.68540; dbl layer -34.00872 vs -34.00872 (a.u.)
tip out: dV/dn -35.75669 vs -35.75672; dbl layer 6.43339 vs 6.43340 (a.u.)
egg Green residuals: interior 1.1e-12, exterior 2.3e-13, u=x 5.9e-13
egg m=0: rel |DS-SD*| 6.6e-13, |DS-SD| 0.034, |D-D*| 0.183
egg m=0: Re spectrum of D/2pi from -1.000000 to -0.016048
egg m=1: rel |DS-SD*| 2.4e-12, |DS-SD| 0.059, |D-D*| 0.105
egg m=1: Re spectrum of D/2pi from -0.239044 to -0.015396
egg reciprocity <phiA,sigB> -0.20297898, <phiB,sigA> -0.20297898 hartree
spheroid eigenvalue of D/2pi, n=0: -1.000000
spheroid eigenvalue of D/2pi, n=1: -0.580076
spheroid eigenvalue of D/2pi, n=2: -0.364798
spheroid eigenvalue of D/2pi, n=3: -0.254634
case 1: q=1.0 e at z=1.5 bohr
A_0=-1.084880 A_1=-0.293903 A_2=-0.080176 (dimensionless)
E series -0.15896726 hartree = -417.37 kJ/mol
E IEF  -0.15896726 hartree, total sigma -0.98750000 e
E SD*  -0.15896726 hartree, total sigma -0.98750000 e
E sym  -0.15896726 hartree, total sigma -0.98750000 e
E DPCM -0.15896726 hartree, total sigma -0.98750000 e
case 2: add q=-0.1 e at z=7.0 bohr (outside)
phi_r(z=-2.0): exact -0.2157887 IEF -0.2157887 DPCM -0.2254905 hartree/e
phi_r(z=0.0): exact -0.2711837 IEF -0.2711837 DPCM -0.2844472 hartree/e
phi_r(z=3.0): exact -0.2994359 IEF -0.2994359 DPCM -0.3265082 hartree/e
phi_r(z=-6.5): exact -0.1162972 IEF -0.1170909 DPCM -0.1228363 hartree/e
w(z=7.0)=0.591329; total sigma IEF -0.9291062, formula -0.9291062, DPCM -0.9875000 e
N=400: E DAS -0.1599959 SAD^T -0.1599934 sym -0.1599947 hartree
N=400: rel asymmetry of DAS 6.20e-04, energy spread 2.46e-06 hartree
N=400, f=1, rel dev from -S^-1 phi: 2.1e-14 1.4e-02 7.0e-03
N=1600: E DAS -0.1594821 SAD^T -0.1594807 sym -0.1594814 hartree
N=1600: rel asymmetry of DAS 2.43e-04, energy spread 1.43e-06 hartree
```
